How Many Atoms Return During Strong Evaporation with Sonic Outflow?

**Question.** A hot surface evaporates so strongly that its monatomic vapour streams away at the local speed of sound. Collisions just above the surface turn some of the emitted atoms around. What fraction of them comes back, and how does that fraction depend on the material, the temperature and the outflow speed?

**Answer.** About 18 percent in a moment description of the collisional layer, in which the returning atoms are given the shape of the backward half of the downstream Maxwellian. In this description the fraction at a given Mach number depends on neither the atomic mass, nor the surface temperature, nor the vapour pressure. It does depend on an assumption about the velocities of the returning atoms. The conservation laws do not supply that assumption, and changing it moves the result by a few percentage points.

**What is being balanced**

The surface is flat, at temperature T_s, and the flow is steady and one-dimensional along x, away from the surface. Let n_s and p_s be the density and pressure of saturated vapour at T_s, m the atomic mass and R = k_B/m. Emitted atoms have the velocities of the outgoing half of a Maxwellian with density n_s, temperature T_s and no drift. Every atom that returns sticks; this is relaxed later.

Emitted atoms all move outward, so their distribution is far from equilibrium. Collisions repair this within the Knudsen layer. For clearly subsonic outflow the layer is a few mean free paths thick. As the outflow nears the speed of sound, the final approach to equilibrium becomes slower and the layer acquires a long tail. Far enough out the vapour is a Maxwellian with density n, temperature T and drift velocity u. Its Mach number is M = u/√(5RT/3), since the heat-capacity ratio of a monatomic gas is 5/3 when electronic excitation is negligible, as assumed here.

The value M = 1 is an input set by the flow outside. If the ambient pressure is low, the vapour expands, and the expansion wave travels relative to the surface at u − √(5RT/3). While M < 1 this is negative: the wave reaches the layer and accelerates the outflow. At M = 1 it no longer can. Sonic outflow is therefore the limit for free planar expansion, and a higher ambient pressure holds M below it.

It is convenient to use

c = √(2RT), s = u/c = M√(5/6),

θ = √(T/T_s), a = n/n_s.

The returned fraction φ is the number flux coming back to the surface divided by the number flux emitted.

**The emitted fluxes**

For a half-Maxwellian the number flux is

J₊ = n_s√(RT_s/2π).

The momentum flux, divided by m, is half the pressure term of a full Maxwellian, n_sRT_s/2. For the energy, weighting by v_x gives a mean v_x² of 2RT_s, hence RT_s from the motion along x. The two transverse directions add RT_s/2 each. The energy flux divided by m is thus 2RT_sJ₊.

**The returning atoms**

Steady flow conserves number, momentum and energy across the layer. That gives three equations, but the returning atoms enter each of them through a different moment of their distribution. A shape must be assumed. The choice made here is β times the backward half (v_x < 0) of the downstream Maxwellian, with β an unknown number.

Write v_x = −cw with w > 0, and q = w + s. The moments needed are

I_k = (1/√π) ∫ₛ^∞ (q − s)ᵏ e^(−q²) dq.

Let g = e^(−s²) and C = erfc s, and let K_k be the integral of qᵏe^(−q²) from s to infinity. Then K₀ = √πC/2 and K₁ = g/2, and integration by parts gives

K₂ = sg/2 + √πC/4, K₃ = (s² + 1)g/2.

Expanding the powers of (q − s):

I₁ = (K₁ − sK₀)/√π = F/(2√π), with F = g − √πsC,

I₂ = (K₂ − 2sK₁ + s²K₀)/√π = ½[(s² + ½)C − sg/√π],

I₃ = (K₃ − 3sK₂ + 3s²K₁ − s³K₀)/√π
= [(s² + 1)g − √πsC(s² + 3/2)]/(2√π).

For β = 1 the backward number flux is ncI₁, and the momentum flux is nc²I₂. The energy flux is ½nc³(I₃ + I₁), because the mean squared transverse speed is 2RT = c². Hence

I₃ + I₁ = [(s² + 2)g − √πsC(s² + 5/2)]/(2√π).

Substituting √πsC = g − F turns the square bracket into

(s² + 2)g − (s² + 5/2)(g − F) = (s² + 5/2)F − g/2.

**Three balances**

Downstream, the net fluxes of number, momentum and energy (the last two divided by m) are

nu = ncs,

n(u² + RT) = nc²(s² + ½),

nu(u²/2 + 5RT/2) = ½nc³s(s² + 5/2).

At the surface, returning atoms subtract from the number and energy fluxes. They add to the momentum flux, since a negative velocity carried in the negative direction counts as positive. Set b = βa and divide each balance by its emitted flux, noting that c = θ√(2RT_s):

(N) 1 = 2√πs aθ + bθF

(P) 1 = aθ²(4s² + 2) − 2bθ²[(s² + ½)C − sg/√π]

(E) 1 = √πs(s² + 5/2)aθ³ + ½bθ³[(s² + 5/2)F − g/2]

The last term of (N) is the returned fraction, φ = bθF.

In (E), collect the terms that contain s² + 5/2:

1 = ½θ²(s² + 5/2)[2√πs aθ + bθF] − ¼bθ³g.

The square bracket equals 1 by (N). Therefore

bθ³g = 2θ²(s² + 5/2) − 4. (1)

In (P), insert C = (g − F)/(√πs):

(s² + ½)C − sg/√π = [g/2 − (s² + ½)F]/(√πs).

From (N), a = (1 − bθF)/(2√πsθ). Put both into (P) and multiply by √πs:

√πs = θ(2s² + 1)(1 − bθF) − bθ²g + bθ²(2s² + 1)F.

The two terms with F cancel, leaving

√πs = θ(2s² + 1) − bθ²g.

Multiply by θ and use (1):

√πsθ = θ²(2s² + 1) − θ²(2s² + 5) + 4 = 4 − 4θ².

This is the quadratic θ² + (√πs/4)θ − 1 = 0, whose positive root is

θ = √(1 + πs²/64) − √πs/8. (2)

Finally, (1) gives b = [θ²(2s² + 5) − 4]/(θ³g), so φ = bθF becomes

φ = [1 − √πs e^(s²) erfc s] [2s² + 5 − 4/θ²]. (3)

The first bracket is F/g. Equation (N) then supplies the density ratio,

a = (1 − φ)/(2√πsθ). (4)

A direct numerical solution of the three balances, with the backward moments found by quadrature, was tested against these formulas at M = 0.3, 0.5, 0.8 and 1, and agrees.

**The sonic value**

At M = 1, s² = 5/6, s = 0.91287 and √πs = 1.6180. Equation (2) gives

θ = √(1 + 1.6180²/64) − 1.6180/8 = 1.02025 − 0.20225 = 0.8180,

so T/T_s = 0.669. The brackets in (3) are 0.26766 and 0.68863, and

φ = 0.26766 × 0.68863 = 0.184.

The net flux is the remaining 0.816 of the emitted flux. From (4),

n/n_s = 0.8157/(2 × 1.6180 × 0.8180) = 0.308,

and p/p_s = 0.308 × 0.669 = 0.206. The vapour leaves the layer with about one fifth of the saturation pressure. Free sonic outflow requires an ambient pressure below this value. In planar flow the limit is lower still, because the vapour must drive the surrounding gas ahead of it, which raises the pressure where the two gases meet.

The returning atoms are slower than the emitted ones, and their share of the energy shows it. The net energy flux, relative to the emitted one, is ½(1 − φ)θ²(s² + 5/2), or

½ × 0.8157 × 0.6691 × 3.3333 = 0.910.

In this closure, 18 percent of the atoms thus bring back only about 9 percent of the emitted kinetic energy.

**Why simpler estimates miss**

One might ask how many atoms would strike the surface from a gas at rest with the downstream density and temperature. The ratio of its one-way flux n√(RT/2π) to J₊ is aθ = 0.252, which is too large. It leaves out two things that partly cancel: the drift away from the surface, which lowers the backward flux, and the build-up of returning atoms near the surface, which raises it. Including the drift, but leaving out β, multiplies this by F = 0.116 and gives 0.029, which is far too small. Few atoms of a sonic Maxwellian move backward.

With the assumed returning shape, the balances require β = 6.29: the backward population at the surface is then about six times that of the downstream gas. This factor belongs to the closure and depends on the assumed shape. In this closure the density at the surface is ½n_s from the emitted half plus ½βnC from the returning half. With C = 0.197 this is

0.5 + ½ × 6.29 × 0.308 × 0.197 = 0.69

in units of n_s, more than twice the downstream 0.308. The gas beside the surface is denser and slower than the gas leaving the layer, and its backward flux cannot be read off from the downstream state.

**How the fraction scales**

Equation (3) contains M and nothing else. At fixed M the net flux therefore follows the Hertz-Knudsen law with a constant factor,

J = (1 − φ) p_s/√(2πmk_BT_s).

As long as M stays fixed, as it does once the outflow is sonic, raising the surface temperature increases J mainly through p_s, while the returned fraction stays the same. Against a fixed ambient pressure that holds the outflow subsonic, a hotter surface also raises M, and φ then changes with temperature through M.

For slow outflow, expand in s. Equation (2) gives θ ≈ 1 − √πs/8, so 4/θ² ≈ 4 + √πs. Each bracket in (3) becomes 1 − √πs, and

φ ≈ 1 − 2√πs = 1 − 3.24M.

As M → 0 nearly every emitted atom is replaced by a returning one, as equilibrium demands. The linear law is good only for very slow flow: at M = 0.1 it gives a net fraction of 0.324, against 0.273 from the full formula.

Towards the sonic limit the dependence becomes weak:

- M = 0.3: φ = 0.402
- M = 0.5: φ = 0.252
- M = 0.8: φ = 0.183
- M = 1.0: φ = 0.184

In (3), halving the Mach number from 1 to 0.5 lowers the net flux from 0.816 to 0.748 of the emitted flux, a reduction of about 8 percent. The kinetic calculation below gives about 10 percent. An imprecisely known ambient pressure thus matters little for the evaporation rate once the outflow is fast.

The fraction has a shallow minimum of 0.180 at M = 0.88 and then rises slightly. Taken literally, the largest net flux would occur just below the speed of sound. In the kinetic calculation below, φ is lower at M = 1 than at M = 0.8, whereas (3) gives a slightly higher value at M = 1. The rise in (3) may therefore be an artefact of prescribing the shape of the returning distribution, and should not be read as a physical prediction.

**How much rests on the assumed shape**

Suppose instead that the returning atoms form a half-Maxwellian at temperature T with no drift. With X = 1 − φ, and returning number, momentum and energy fluxes of φ, θφ and θ²φ relative to the emitted ones, the balances are

2√πs aθ = X,

1 + θφ = θX(2s² + 1)/(√πs),

1 = θ²[φ + ½X(s² + 5/2)].

At M = 1 the factor (2s² + 1)/(√πs) is 1.648 and ½(s² + 5/2) is 5/3. With φ = 1 − X the last two equations read

1 = θ(2.648X − 1), 1 = θ²(1 + 2X/3).

Squaring the first and equating it to the second removes θ:

(2.648X − 1)² = 1 + 2X/3.

The constants cancel. Dividing by X, which is not zero, gives

7.012X = 5.296 + 0.667,

so X = 0.850 and φ = 0.150. The same conservation laws with another plausible shape return 15 percent instead of 18.

A kinetic equation can decide the shape for itself. The BGK model replaces the detailed collisions by relaxation towards the local Maxwellian f_M at a rate ν:

v_x ∂f/∂x = ν(f_M − f).

With dξ = ν dx the rate drops out of the equation. It was solved numerically between the emitting surface and a far boundary, where the incoming atoms belong to a Maxwellian of prescribed Mach number, matched to the outgoing number and energy fluxes. Nothing is assumed about the atoms arriving at the surface.

For M = 1 the result settles slowly as the computed layer is made deeper. Depths of 10, 20 and 40, in units of √(RT_s), give φ = 0.157, 0.161 and 0.162. Assuming that the remaining error falls as the inverse square of the depth, the limit is 0.163. The successive changes, 0.0040 and 0.0012, shrink by a factor of about 3.3, near the factor 4 of that assumption.

The BGK fraction lies between the two closures. Relative to it, the value of φ from (3) is about 13 percent too high. The net flux is affected much less: 0.816 against 0.837, a difference of under 3 percent. At M = 0.5 the closure and the BGK solution nearly coincide, with 0.252 and 0.250; at M = 0.8 they give 0.183 and 0.171.

BGK is itself a simplified collision model with a single relaxation rate, so 0.163 is a comparison value and not the solution of the full Boltzmann equation. Taken together, the three results support "between 15 and 18 percent" better than they support a third digit.

**If some returning atoms do not stick**

Let a fraction α of the arriving atoms condense, and let the surface emit αJ₊. The atoms that do not condense are assumed to leave again with the half-Maxwellian velocities of temperature T_s. All outgoing atoms then have the same shape as before, with some effective density n_e in place of n_s. The balances are linear in the densities, so the returned fraction of the total outgoing flux is still φ. The outgoing flux consists of emitted and re-emitted atoms:

n_e = αn_s + (1 − α)φn_e,

which gives

n_e/n_s = α/[1 − (1 − α)φ].

The net flux is (1 − φ)(n_e/n_s)J₊. For α = 0.5 and sonic outflow,

n_e/n_s = 0.5/(1 − 0.5 × 0.1843) = 0.551,

and the net flux is 0.816 × 0.551 = 0.449 of J₊. This is slightly more than half of the value for α = 1, because an atom that bounces has another chance to escape. The part of the evaporated atoms that finally recondenses is αφ/[1 − (1 − α)φ] = 0.102. The figure of 18 percent thus refers to recondensation only when every returning atom sticks.

**Numbers for one surface**

Assume an ambient pressure low enough for sonic outflow; at atmospheric pressure the surface below would evaporate slowly, with M well under 1. Take round model parameters: atomic mass 60 u, T_s = 3000 K, p_s = 100 kPa and a condensed density of 8000 kg/m³. The emitted flux is

J₊ = p_s/√(2πmk_BT_s) = 6.21 × 10²⁶ atoms/(m² s).

Of this,

0.1843 × 6.21 × 10²⁶ = 1.14 × 10²⁶ atoms/(m² s)

return, and 5.07 × 10²⁶ atoms/(m² s) escape. The vapour leaves the layer at

T = 0.6691 × 3000 K = 2007 K,

p = 0.2062 × 100 kPa = 20.6 kPa,

with the sound speed at that temperature, u = 681 m/s. Its number density is 7.44 × 10²³ m⁻³, and the product

7.44 × 10²³ × 681 = 5.07 × 10²⁶

recovers the net flux.

The recoil pressure on the surface is the total momentum flux, p + nmu². At M = 1, nmu² = 5p/3, so the recoil is

(8/3) × 20.62 kPa = 55.0 kPa.

Emission without any return would give p_s/2 = 50 kPa. The returning atoms therefore add about 5 kPa.

The surface recedes at Jm divided by the condensed density, which is 6.3 mm/s. Ignoring the return would give 6.309/0.8157 = 7.73 mm/s. With the BGK fraction the speed would be 7.73 × 0.837 = 6.47 mm/s. Replacing the fraction from (3) by the BGK value thus changes the recession speed by about 0.2 mm/s, whereas neglecting the return altogether changes it by 1.4 mm/s.

**When the estimate does not apply**

The layer must be thin compared with the width of the evaporating area and with the distance over which the outer flow changes. If the vapour is so dilute that atoms leave without colliding, nothing turns them back and φ tends to zero. A small source in high vacuum can lie anywhere between that limit and the sonic value. The surface conditions must also change slowly compared with the time the layer needs to become steady.

The vapour is also assumed not to condense as it cools. In the example it leaves at 2007 K and 20.6 kPa. For a heat of evaporation of 350 kJ/mol, the Clausius-Clapeyron relation puts the saturation pressure at that temperature near 0.1 kPa, so the vapour is strongly supersaturated. If clusters or droplets form, the heat they release changes the flow.

A molecular vapour needs new energy balances, since rotation and vibration carry energy as well. The factors 5/2 and 5/3 used here hold for single atoms with negligible electronic excitation. Some metal atoms have low-lying electronic levels that store appreciable energy at these temperatures, and for them the factors are only approximate. The numerical output below gives the values behind the comparisons.

Calculated quantities

```
SONIC OUTFLOW, DRIFTING CLOSURE (dimensionless)
speed ratio s = 0.91287
theta = sqrt(T/Ts) = 0.81800
T/Ts = 0.6691
n/ns = 0.3081
p/ps = 0.2062
beta = 6.286
factor 1-sqrt(pi) s exp(s^2) erfc(s) = 0.26766
factor 2s^2+5-4/theta^2 = 0.68863
returned fraction phi = 0.1843
net/emitted flux = 0.8157
OTHER RETURN ESTIMATES AT M=1 (fraction)
gas at rest with downstream p and T = 0.2521
downstream Maxwellian with beta=1 = 0.0293
three balances, undrifted returning shape = 0.1497
its T/Ts = 0.6382, n/ns = 0.3289
DEPENDENCE ON MACH NUMBER (returned fraction)
M = 0.1: phi = 0.7269
M = 0.3: phi = 0.4024
M = 0.5: phi = 0.2521
M = 0.8: phi = 0.1825
M = 1.0: phi = 0.1843
minimum phi = 0.1804 at M = 0.879
BGK KINETIC SOLUTION (returned fraction)
M=1, depth 10: 0.1571; finer grid: 0.1572
M=1, depth 20: 0.1611
M=1, depth 40: 0.1623
M=1, extrapolated depth: 0.163
M=1, depth 40: T/Ts = 0.643, n/ns = 0.323
M=1, depth 40: relative momentum mismatch = 7.6e-04
M=0.5, depth 20: 0.2495
M=0.8, depth 20: 0.1711
WORKED EXAMPLE
atomic mass = 60 u
surface temperature = 3000 K
saturation pressure = 100 kPa
condensed density = 8000 kg/m^3
emitted flux = 6.210e+26 atoms/(m^2 s)
returned flux = 1.145e+26 atoms/(m^2 s)
net flux = 5.066e+26 atoms/(m^2 s)
outflow temperature = 2007 K
outflow pressure = 20.62 kPa
outflow velocity = 680.9 m/s
outflow number density = 7.440e+23 m^-3
recoil pressure = 54.98 kPa
surface recession speed = 6.309 mm/s
```
